\section*{Energy transfer to one-dimensional helium: exact propagation and time-dependent Hartree-Fock}

\section{Problem}

Two electrons move on a line in a soft-Coulomb model of helium. In Hartree atomic units, which are used throughout,
\begin{equation}
H_0=\sum_{i=1}^{2}\left[\frac{p_i^2}{2}+V(x_i)\right]+w(x_1-x_2),
\end{equation}
with $V(x)=-2/\sqrt{x^2+1}$ and $w(x)=1/\sqrt{x^2+1}$. The pair starts in its singlet ground state. A charge $Q=-1$ passes at constant velocity $v$ on a parallel track at distance $b=1$, and adds to each electron the potential
\begin{equation}
W(x,t)=-\frac{Q}{\sqrt{(x-vt)^2+b^2}} .
\end{equation}
Since $Q<0$ repels electrons, the projectile cannot capture one.

The energy transfer is $\Delta E=\langle H_0\rangle_{\rm final}-E_0$. Find it for $v=0.6$, 1, 1.5, 2, 3 and 5, first from the two-electron Schr\"odinger equation and then from spin-restricted time-dependent Hartree-Fock (TDHF), each theory starting from its own ground state. How does the TDHF error depend on speed, and what sets it for a fast projectile? Here ``exact'' means the numerically converged solution of this model.

\section{First estimate by scaling}

Consider a free electron at rest at $x$ and a projectile so fast that the electron hardly moves during the passage. Because $W$ depends on $x-vt$, $\partial_tW=-v\,\partial_xW$. The electron velocity $u$ therefore obeys
\begin{equation}
\dot u=-\partial_xW=\frac1v\,\partial_tW
\quad\Rightarrow\quad u=\frac{W}{v}.
\end{equation}
The velocity returns to zero when the projectile has gone: the forward and backward pushes cancel. A displacement remains,
\begin{equation}
\delta x=\int u\,dt=\frac{|Q|}{v^2}\int_{-S}^{S}\frac{ds}{\sqrt{s^2+b^2}}
\simeq\frac{2|Q|}{v^2}\ln\frac{2S}{b}.
\end{equation}
Binding cuts the integral off when the passage lasts longer than about $1/\omega$, where $\omega$ is a typical excitation frequency, so $S\sim v/\omega$. If the nuclear well has curvature $k$, two displaced electrons store
\begin{equation}
\Delta E\sim2\cdot\frac{k}{2}\,\delta x^2
=\frac{4kQ^2}{v^4}\ln^2\frac{2v}{\omega b}.
\label{eq:estimate}
\end{equation}
For a crude number take the curvature at the bottom of the well, $k=V''(0)=2$, and $\omega=\sqrt k=1.41$. At $v=5$ this gives $\delta x=0.08\times1.96=0.16$ and $\Delta E\sim2\times0.16^2\approx0.05$. The same arithmetic gives 0.21 at $v=3$ and 0.54 at $v=2$. At $v=0.6$ the logarithm is negative and the estimate has no meaning.

It fails for a second reason at low speed. In the projectile's frame a free electron arrives with kinetic energy $v^2/2$ at a barrier of height $|Q|/b=1$. Classically it is reflected if $v<\sqrt2$, and it then leaves with laboratory speed $2v$. The response is no longer a small displacement.

A naive guess for the TDHF error is the share of the ground-state energy that Hartree-Fock misses. The computed energies are $-2.2383$ (exact) and $-2.2242$ (Hartree-Fock), which suggests an error of $0.014/2.238=0.6\%$.

\section{Exact solution}

\subsection{Equations of motion and energy balance}

In TDHF both electrons share one orbital $\varphi(x,t)$. The Hartree potential of the pair is $2J$, with $J(x,t)=\int w(x-y)|\varphi(y,t)|^2dy$, and exchange with the same orbital removes one $J$. Hence
\begin{equation}
i\dot\varphi=F\varphi,\qquad F=\frac{p^2}{2}+V+W+J,
\label{eq:tdhf}
\end{equation}
and the energy including the projectile potential is
\begin{equation}
E=2\Big\langle\varphi\Big|\frac{p^2}{2}+V+W\Big|\varphi\Big\rangle+\int|\varphi|^2J\,dx .
\end{equation}
Differentiate it. The two factors $|\varphi|^2$ in the last term contribute equally, so
\begin{equation}
\dot E=2\int|\varphi|^2\partial_tW\,dx+4\,{\rm Re}\langle\dot\varphi|F|\varphi\rangle .
\end{equation}
With $\dot\varphi=-iF\varphi$ the last term is $4\,{\rm Re}\,(i\|F\varphi\|^2)=0$. In the exact theory $d\langle H\rangle/dt=\langle\partial_tH\rangle$ gives the same form. If $n(x,t)$ is the density of both electrons, then in either theory
\begin{equation}
\Delta E=\int dt\int n\,\partial_tW\,dx-\Big[\int nW\,dx\Big]_{\rm start}^{\rm end}.
\label{eq:balance}
\end{equation}
The energy transfer thus follows from the density history alone. An error in the joint distribution of the electrons affects it only through the density.

\subsection{Weak driving}

Let $|n\rangle$ be the excited states and $\omega_n$ their excitation energies. To first order in $Q$ the amplitude is $a_n=-i\int dt\,e^{i\omega_nt}\langle n|\sum_iW(x_i,t)|0\rangle$. Substituting $s=x-vt$,
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{i\omega t}\,dt}{\sqrt{(x-vt)^2+b^2}}
=\frac{e^{i\omega x/v}}{v}\int_{-\infty}^{\infty}\frac{e^{-i\omega s/v}ds}{\sqrt{s^2+b^2}}
=\frac2v\,e^{i\omega x/v}K_0\!\left(\frac{\omega b}{v}\right),
\end{equation}
where $K_0$ is the modified Bessel function. Since $\Delta E=\sum_n\omega_n|a_n|^2$,
\begin{equation}
\Delta E=\frac{4Q^2}{v^2}\sum_n\omega_nK_0^2\!\left(\frac{\omega_nb}{v}\right)
\Big|\langle n|\sum_ie^{i\omega_nx_i/v}|0\rangle\Big|^2 .
\label{eq:weak}
\end{equation}

TDHF leads to the same form with its own frequencies. Let $\varphi_0$ be the real ground orbital and $\chi_a$ the other real eigenfunctions of the undriven $F_0$, with gaps $D_a=\varepsilon_a-\varepsilon_0$. Write $\varphi=e^{-i\varepsilon_0t}(\varphi_0+\sum_ac_a\chi_a)$ and keep first order. The change of $|\varphi|^2$ is $\varphi_0\sum_bq_b\chi_b$ with $q=c+c^*$, so
\begin{equation}
i\dot c_a=D_ac_a+\sum_bK_{ab}q_b+W_a,
\end{equation}
where $W_a=\langle\chi_a|W|\varphi_0\rangle$ and $K_{ab}=\iint\chi_a\varphi_0(x)\,w(x-y)\,\varphi_0\chi_b(y)\,dx\,dy$. Put $c=(q+ir)/2$ and separate real and imaginary parts:
\begin{equation}
\dot q=Dr,\qquad \dot r=-(D+2K)q-2W .
\end{equation}
With $q=D^{1/2}u$ these combine into
\begin{equation}
\ddot u=-Mu-2D^{1/2}W,\qquad M=D^{1/2}(D+2K)D^{1/2}.
\end{equation}
If $MZ_n=\omega_n^2Z_n$ with normalized $Z_n$, each component $u_n=Z_n^Tu$ is an oscillator driven by $g_n=-2Z_n^TD^{1/2}W$. The second-order energy is
\begin{equation}
\tfrac12\left[r^TDr+q^T(D+2K)q\right]=\tfrac12\sum_n(\dot u_n^2+\omega_n^2u_n^2),
\end{equation}
because $r=D^{-1/2}\dot u$. An oscillator initially at rest gains $\frac12|\int g_ne^{i\omega_nt}dt|^2$. Setting this equal to $\omega_n|a_n|^2$ shows that Eq.~(\ref{eq:weak}) holds with the matrix element replaced by $\int\rho_n(x)e^{i\omega_nx/v}dx$, where
\begin{equation}
\rho_n=\sqrt{\frac{2}{\omega_n}}\;\varphi_0\sum_a\chi_aD_a^{1/2}Z_{an}.
\end{equation}

\subsection{Fast limit}

For large $v$ expand $e^{i\omega x/v}\simeq1+i\omega x/v$. The constant excites nothing, because excited states are orthogonal to the ground state. With $K_0(z)\simeq\ln(2/z)-\gamma$, where $\gamma=0.577$ is Euler's constant, and $x_{n0}=\langle n|x_1+x_2|0\rangle$,
\begin{equation}
\Delta E\to\frac{4Q^2}{v^4}\sum_n\omega_n^3|x_{n0}|^2
\left[\ln\frac{2v}{\omega_nb}-\gamma\right]^2 .
\label{eq:fastsum}
\end{equation}
The total weight follows from a commutator. Let $P=p_1+p_2$. From $[H_0,x_1+x_2]=-iP$ one has $|P_{n0}|^2=\omega_n^2|x_{n0}|^2$. The repulsion $w(x_1-x_2)$ commutes with $P$, so $[H_0,P]=i\sum_iV'(x_i)$ and $[P,[H_0,P]]=\sum_iV''(x_i)$. Therefore
\begin{equation}
\sum_n\omega_n^3|x_{n0}|^2=\tfrac12\langle[P,[H_0,P]]\rangle=\frac C2,\qquad C=\int n_0V''dx,
\label{eq:sum}
\end{equation}
where $n_0$ is the ground-state density.

Linearized TDHF keeps this rule. There $x_{n0}=\sqrt{2/\omega_n}\,Z_n^TD^{1/2}X$ with $X_a=\langle\chi_a|x|\varphi_0\rangle$, and completeness of the $Z_n$ gives
\begin{equation}
\sum_n\omega_n^3x_{n0}^2=2X^TD(D+2K)DX .
\end{equation}
Since $[F_0,x]=-ip=-\partial_x$, $D_aX_a=-\langle\chi_a|\varphi_0'\rangle$. With $\rho=\varphi_0^2$ and $J_0$ its Hartree potential, the sum is
\begin{equation}
2\left[\langle\varphi_0'|F_0-\varepsilon_0|\varphi_0'\rangle+\tfrac12\int\rho'J_0'\,dx\right],
\end{equation}
because $\varphi_0\varphi_0'=\rho'/2$ and $J_0'=\int w(x-y)\rho'(y)dy$. Differentiating $(F_0-\varepsilon_0)\varphi_0=0$ gives $(F_0-\varepsilon_0)\varphi_0'=-(V'+J_0')\varphi_0$, so the first term in the bracket is $-\frac12\int\rho'(V'+J_0')dx$. The Hartree parts cancel, and integration by parts leaves $\int\rho V''dx=C/2$, now with the Hartree-Fock density $2\rho$.

Let $\ln\bar\omega$ and $\sigma^2$ be the mean and variance of $\ln\omega_n$ with weights $\omega_n^3|x_{n0}|^2$. Equation~(\ref{eq:fastsum}) becomes
\begin{equation}
\Delta E\to\frac{2Q^2C}{v^4}\left\{\left[\ln\frac{2v}{\bar\omega b}-\gamma\right]^2+\sigma^2\right\}.
\label{eq:fast}
\end{equation}
At leading logarithmic order the ratio of TDHF to exact transfer is the ratio of the two values of $C$. This is the nonrelativistic, weak-driving limit.

\subsection{Numerical solution at full charge}

The wave functions are held on a periodic grid of 180 points per electron with spacing 0.5. Time steps of at most 0.08 alternate kinetic factors, applied by Fourier transform, with potential factors. The projectile runs from $-R$ to $R$, where $R$ is the larger of 20 and $15v$, and $\Delta E$ is read at the end of this path. Both theories use the same path.

\begin{center}
\begin{tabular}{cccc}
\hline
$v$ & $\Delta E$ exact & $\Delta E$ TDHF & TDHF/exact\\
\hline
0.6 & 1.099 & 1.039 & 0.946\\
1.0 & 1.165 & 1.122 & 0.963\\
1.5 & 0.745 & 0.738 & 0.990\\
2.0 & 0.318 & 0.319 & 1.005\\
3.0 & 0.0722 & 0.0734 & 1.017\\
5.0 & 0.0142 & 0.0145 & 1.023\\
\hline
\end{tabular}
\end{center}

The largest exact value in the table, 1.165 hartree at $v=1$, is 31.7 eV; TDHF gives 30.5 eV. At $v=5$ the values are 0.387 and 0.396 eV. TDHF is low by 5\% at $v=0.6$ and high by 2\% at $v=5$, relative to the exact result.

Repeating the exact run at $v=2$ with spacing 0.4 and time step 0.06 changes $\Delta E$ by 0.004\%. This single refinement understates the numerical error. Other choices of box, spacing and time step give 1.096 and 1.037 at $v=0.6$, 0.317 and 0.319 at $v=2$, and 0.0721 and 0.0733 at $v=3$. The last digit of the transfers is therefore not secure, with a shift of about 0.003 hartree at $v=0.6$, while the ratios move by less than 0.001. The two sides of Eq.~(\ref{eq:balance}) differ by at most $5\times10^{-5}$ hartree over the runs in the table. The finite path matters more. Over its last eighth the exact $\Delta E$ still changes by 0.017, 0.016, 0.014 and 0.003 hartree at the four lowest speeds. At $v=1.5$ and 2 this exceeds the gap between the theories, but both theories drift in the same direction. Extending the exit path to 48 bohr at $v=1.5$ raises the exact transfer to 0.757 and gives a ratio of 0.988; extending it to 50 bohr at $v=2$ leaves the ratio at 1.005. The change of sign between these speeds thus persists that far; an infinite path was not examined. At $v=3$ and 5 the late changes, 0.0003 and 0.00005, are well below the gaps of 0.0012 and 0.0003. The cause of the slow settling at low speed was not isolated.

\section{Comparison of estimate and solution}

\subsection{The fast projectile}

The scaling estimate exceeds the exact transfer by factors of 1.7, 2.9 and 3.4 at $v=2$, 3 and 5. Equation~(\ref{eq:fast}) shows why it is too large at the fast end. It has the structure of Eq.~(\ref{eq:estimate}), but $2k$, taken as 4, is replaced by the mean curvature $C$. Ground-state densities on a grid of 56 points with the same spacing of 0.5 give $C=1.072$ (exact) and 1.107 (Hartree-Fock). The third decimal is not converged: a spacing of 0.25 gives 1.069 and 1.104, with the same ratio of 1.032. The electrons spread into regions where the well is less curved, or curved the other way: $V''=2(1-2x^2)/(x^2+1)^{5/2}$ is negative beyond $|x|=0.71$.

Diagonalizing the singlet Hamiltonian on this smaller grid gives $\bar\omega=0.902$ and $\sigma^2=0.305$ (0.901 and 0.303 at spacing 0.25, which leaves the result below unchanged to the digits shown). At $v=5$ the logarithm is $\ln(10/0.902)=2.406$, so
\begin{equation}
\Delta E\simeq\frac{2\times1.072}{625}\left[(2.406-0.577)^2+0.305\right]=0.0125 .
\end{equation}
The square bracket equals 3.65, close to the squared logarithm of 3.8 in the scaling estimate. This closeness is partly accidental: subtracting $\gamma$ lowers the factor, while the smaller frequency $\bar\omega$ and the term $\sigma^2$ raise it. Most of the excess of the estimate at this speed therefore comes from the curvature. The full weak-driving sum, Eq.~(\ref{eq:weak}), gives 0.0140, and propagation gives 0.0142. The asymptotic law is thus 11\% below the weak sum at this speed, and propagation at full charge is about 1\% above it. This 1\% combines the response beyond order $Q^2$ with the effect of the finite path, whose last eighth alone changes $\Delta E$ by 0.4\%; the two were not separated.

The same spectra supply the weak-driving values below, evaluated at $Q=-1$. The TDHF sums for $v\le2$ change by less than $10^{-4}$ hartree in boxes up to 100 bohr or at spacing 0.35; the exact sums were not repeated in a larger box. The last two columns divide the propagated transfer by the weak value of the same theory.

\begin{center}
\begin{tabular}{ccccc}
\hline
$v$ & weak, exact & weak ratio & full/weak & full/weak\\
 & & TDHF/exact & exact & TDHF\\
\hline
0.6 & 0.694 & 0.899 & 1.58 & 1.67\\
1.0 & 1.004 & 0.979 & 1.16 & 1.14\\
1.5 & 0.542 & 1.009 & 1.38 & 1.35\\
2.0 & 0.250 & 1.016 & 1.27 & 1.26\\
3.0 & 0.0708 & 1.020 & 1.02 & 1.02\\
5.0 & 0.0140 & 1.023 & 1.01 & 1.01\\
\hline
\end{tabular}
\end{center}

At $v=3$ and 5 the weak-driving ratios match the full ratios, 1.017 and 1.023, to within 0.003. The fast TDHF error is therefore already present in the linear response. Its limiting value at leading logarithmic order is $1.107/1.072=1.03$, an excess of 3\%, approached slowly. At $v=5$ the differences in $\bar\omega$ and $\sigma^2$ between the theories (0.904 and 0.290 in TDHF) lower the ratio given by Eq.~(\ref{eq:fast}) to 1.026, and the terms dropped in the fast limit lower it further to 1.023. The guess of 0.6\% from the total energy was too small: the relevant quantity is the density weighted with $V''$, and Hartree-Fock gets this less accurately than the energy.

\subsection{The slow projectile}

Below $v=3$ the weak-driving formula misses the exact transfer by roughly 15 to 60\% of its own value. The miss is not monotonic in speed: among these four speeds it is smallest at $v=1$, where it is still 16\%. The classical reflection threshold $v=\sqrt2$ lies in this range, but the calculation does not separate reflection from other strong-field effects.

The positions of the electrons reveal a larger TDHF error than the energy does. Let $P_1$ and $P_2$ be the probabilities that one or both electrons lie beyond $|x|=10$ at the end of the run. If one electron has outside probability $p$, a single shared orbital forces $P_1=2p(1-p)$ and $P_2=p^2$.

\begin{center}
\begin{tabular}{ccccc}
\hline
$v$ & $P_1$ exact & $P_1$ TDHF & $P_2$ exact & $P_2$ TDHF\\
\hline
0.6 & 0.497 & 0.364 & 0.024 & 0.057\\
1.0 & 0.324 & 0.254 & 0.008 & 0.022\\
2.0 & 0.056 & 0.050 & 0.0001 & 0.0006\\
\hline
\end{tabular}
\end{center}

At $v=0.6$ the exact mean number outside is $P_1+2P_2=0.545$, or $p=0.272$ per electron. Independent electrons with this $p$ would give $P_2=0.074$, three times the exact 0.024. The exact pair thus avoids joint removal, which a shared orbital cannot express. TDHF has a smaller mean number outside, 0.479, and still more than twice the exact $P_2$. Yet its energy error is only 5\%. By Eq.~(\ref{eq:balance}) the joint distribution affects the energy transfer only through the density. The density is itself in error, as the mean number outside shows, and why this costs so little energy was not isolated. These probabilities describe positions at a finite time and are not final ionization probabilities; the time since the passage also differs between speeds.

\subsection{Range of the model}

For an antiproton the speeds correspond to kinetic energies from 9 keV at $v=0.6$ to 625 keV at $v=5$. At $v=0.6$ it would lose 0.3\% of this energy, and its peak interaction with the nucleus, $2|Q|/b$, is 0.6\% of it, so constant velocity is a fair approximation. At $v=5$, $(v/c)^2=0.0013$.

The restriction to one dimension is far more serious. In three dimensions a fast point charge at impact parameter $b$ also gives each electron a transverse momentum $2|Q|/(bv)$, and this push does not cancel. Two electrons would gain about $4Q^2/(b^2v^2)=0.16$ hartree at $v=5$, eleven times the longitudinal transfer found here. This is an order-of-magnitude figure, since $b$ is comparable with the size of the atom.

Ions implanted into a solid differ further: most carry positive charge, can capture electrons, and meet many atoms and extended electron states. The transfers above belong to one model collision and are not stopping powers. What the model supports is a comparison of methods: for this target, charge and path, TDHF energy transfers at the six speeds computed are within 6\% of the exact ones, while at $v=0.6$ and 1 its probabilities of finding both electrons beyond 10 bohr are too high by factors of more than two. The 6\% should not be carried over to lower speeds.
